# Why Transient Dopant Broadening Does Not Depend on Cluster Dissociation Rate: a numerical check

```python
"""Transient enhanced diffusion: result under test.
Clusters at depth R hold an interstitial dose Q. After complete release and
linear removal at the surface, a deeper interstitial-mediated dopant gains
    excess variance = 2 * D_A * S,   S = Q * (R + L) / (D_I * C_eq),
whatever the cluster dissociation rate.
D_I, C_eq: interstitial diffusivity and equilibrium concentration;
L = D_I / k_s: surface length, k_s: surface removal velocity;
D_A: equilibrium dopant diffusivity; W: layer thickness (blocking back face).
S is the time integral of (supersaturation - 1) at the dopant.
The simulation solves the full time-dependent equations, with no
quasi-steady assumption. Lengths in cm, times in s.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.sparse import lil_matrix

NM = 1e-7                       # one nanometre in cm
Q = 1e14
R = 100 * NM
W = 1000 * NM
D_I = 1e-8
C_eq = 1e13
k_s = 5e-3
L = D_I / k_s
D_A = 5e-16
x_dopant = 500 * NM
sigma0 = 20 * NM
t_anneal = 5000.0
t_short = 100.0
kappa = 2.5e-17                 # quadratic surface removal, cm^4/s

cells = 125
h = W / cells
x = (np.arange(cells) + 0.5) * h
i_src = int(np.argmin(abs(x - R)))
i_dop = int(np.argmin(abs(x - x_dopant)))
i_shallow = 6
assert abs(x[i_src] - R) < 1e-6 * h and abs(x[i_dop] - x_dopant) < 1e-6 * h

marker0 = np.exp(-(x - x_dopant) ** 2 / (2 * sigma0 ** 2))
marker0 /= marker0.sum()
times = np.r_[np.geomspace(0.01, t_short, 80),
              np.geomspace(t_short, t_anneal, 40)[1:]]
i_short = 79

# State: cluster fraction, two time integrals, excess supersaturation, dopant
size = 3 + 2 * cells
pattern = lil_matrix((size, size))
pattern[0, 0] = pattern[0, 3 + i_src] = pattern[3 + i_src, 0] = 1
pattern[1, 3 + i_shallow] = pattern[2, 3 + i_dop] = 1
for i in range(cells):
    for j in range(max(0, i - 1), min(cells, i + 2)):
        pattern[3 + i, 3 + j] = 1
        pattern[3 + cells + i, 3 + j] = 1
        pattern[3 + cells + i, 3 + cells + j] = 1
pattern = pattern.tocsr()


def variance(profile):
    total = profile.sum()
    mean = (x * profile).sum() / total
    return ((x - mean) ** 2 * profile).sum() / total


def simulate(rate, dose=Q, s_cluster=np.inf, quadratic=False):
    """Integrate clusters, free interstitials and dopant together."""
    def rhs(t, y):
        u = y[3:3 + cells]
        a = y[3 + cells:]
        release = rate * y[0] * (1 - (1 + u[i_src]) / s_cluster)
        flux = np.zeros(cells + 1)
        flux[1:-1] = -D_I * np.diff(u) / h
        if quadratic:
            b = kappa * C_eq * h / (2 * D_I)
            u0 = max(u[0], 0.0)
            u_surface = 2 * u0 / (1 + np.sqrt(1 + 4 * b * u0))
            flux[0] = -kappa * C_eq * u_surface ** 2
        else:
            flux[0] = -D_I * u[0] / (h / 2 + L)
        du = -np.diff(flux) / h
        du[i_src] += release * dose / (C_eq * h)
        dopant_flux = np.zeros(cells + 1)
        dopant_flux[1:-1] = -D_A * np.diff((1 + u) * a) / h
        da = -np.diff(dopant_flux) / h
        return np.r_[-release, u[i_shallow], u[i_dop], du, da]

    def one_percent_left(t, y):
        return y[0] - 0.01

    start = np.r_[1.0, 0.0, 0.0, np.zeros(cells), marker0]
    sol = solve_ivp(rhs, (0, t_anneal), start, method="BDF", t_eval=times,
                    rtol=1e-6, atol=1e-9, jac_sparsity=pattern,
                    events=one_percent_left)
    assert sol.success
    final = sol.y[3 + cells:, -1]
    return {
        "shallow": sol.y[1, -1], "integral": sol.y[2, -1],
        "short": sol.y[2, i_short], "u_short": sol.y[3 + i_dop, i_short],
        "peak": sol.y[3 + i_dop].max(), "t99": sol.t_events[0][0],
        "profile": final, "var": variance(final),
        "excess": variance(final) - variance(marker0) - 2 * D_A * t_anneal}


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


S = Q * (R + L) / (D_I * C_eq)
excess_law = 2 * D_A * S
T_exit = W * (W / 2 + L) / D_I

# Static solves: longest exit time, and centroid rule for spread clusters
removal = np.zeros((cells, cells))
for i in range(cells - 1):
    removal[i, i] += D_I / h ** 2
    removal[i + 1, i + 1] += D_I / h ** 2
    removal[i, i + 1] -= D_I / h ** 2
    removal[i + 1, i] -= D_I / h ** 2
removal[0, 0] += D_I / (h * (h / 2 + L))
T_numeric = np.linalg.solve(removal, np.ones(cells))[-1]
assert close(T_numeric, T_exit, 1e-3)
weights = np.zeros(cells)
weights[:25] = np.random.default_rng(1).random(25)
weights /= weights.sum()
centroid = (weights * x).sum()
spread = np.linalg.solve(removal, weights * Q / (h * C_eq))[i_dop]
spread_law = Q * (centroid + L) / (D_I * C_eq)
assert close(spread, spread_law, 1e-6)

print(f"Trapped dose Q = {Q:.1e} cm^-2")
print(f"R, L, W = {R/NM:.0f}, {L/NM:.0f}, {W/NM:.0f} nm")
print(f"D_I = {D_I:.1e} cm^2/s, k_s = {k_s:.1e} cm/s")
print(f"C_eq = {C_eq:.1e} cm^-3, D_A = {D_A:.1e} cm^2/s")
print(f"Dopant depth = {x_dopant/NM:.0f} nm, "
      f"initial sigma = {np.sqrt(variance(marker0))/NM:.2f} nm")
print(f"Anneal time = {t_anneal:.0f} s, short anneal = {t_short:.0f} s")
print(f"Longest mean exit time: formula {T_exit:.3f} s, "
      f"numeric {T_numeric:.3f} s")
print(f"Formula S = {S:.1f} s")
print(f"Formula excess integral of D_A = {D_A*S:.3e} cm^2 "
      f"= {D_A*S/NM**2:.1f} nm^2")
print(f"Formula excess variance = {excess_law/NM**2:.1f} nm^2")
print(f"Ordinary variance 2 D_A t = {2*D_A*t_anneal/NM**2:.1f} nm^2")
sigma_law = np.sqrt(variance(marker0) + excess_law + 2 * D_A * t_anneal)
print(f"Formula final sigma = {sigma_law/NM:.2f} nm")
print(f"Spread clusters: centroid {centroid/NM:.1f} nm, integral "
      f"{spread:.1f} s, formula {spread_law:.1f} s")

# First-order dissociation at three rates
rates = [0.003, 0.01, 0.03]
runs = [simulate(rate) for rate in rates]
print("First-order dissociation, simulated:")
for rate, run in zip(rates, runs):
    released = 1 - np.exp(-rate * t_short)
    assert close(run["integral"], S, 1e-3)
    assert close(run["shallow"], S * (x[i_shallow] + L) / (R + L), 1e-3)
    assert close(run["excess"], excess_law, 1e-3)
    assert close(run["t99"], np.log(100) / rate, 1e-3)
    # finite filling time of the layer shifts the response by under 1 s
    assert close(run["short"], S * released, 0.01)
    assert close(run["u_short"], S * rate * np.exp(-rate * t_short), 0.03)
    assert close(run["peak"], S * rate, 0.1)
    print(f" k_d={rate:.3f} /s: k_d*T_exit={rate*T_exit:.5f}, "
          f"peak s-1={run['peak']:.1f} (formula {S*rate:.1f})")
    print(f"   99% release {run['t99']:.1f} s, integral "
          f"{run['integral']:.1f} s, excess var {run['excess']/NM**2:.2f} nm^2")
    print(f"   final sigma {np.sqrt(run['var'])/NM:.3f} nm; short anneal "
          f"integral {run['short']:.0f} s (formula {S*released:.0f} s)")

# The whole final profile, not only its width, is independent of the rate
top = runs[0]["profile"].max()
difference = abs(runs[0]["profile"] - runs[2]["profile"]).max() / top
gauss = np.exp(-(x - x_dopant) ** 2 / (2 * sigma_law ** 2))
gauss /= gauss.sum()
shape_error = abs(runs[1]["profile"] - gauss).max() / gauss.max()
assert difference < 1e-3
assert shape_error < 0.01       # limited by the 8 nm grid
print(f"Profile difference, slowest vs fastest of these: "
      f"{difference:.1e} of peak")
print(f"Profile difference from Gaussian: {shape_error:.1e} of peak")

# Twice the dose
double = simulate(0.01, dose=2 * Q)
assert close(double["excess"], 2 * excess_law, 1e-3)
print(f"Doubled dose: excess variance {double['excess']/NM**2:.2f} nm^2")

# Release too fast for a quasi-steady layer
fast_rate = 10.0
fast = simulate(fast_rate)
assert fast["peak"] < 0.5 * S * fast_rate
assert close(fast["integral"], S, 1e-3)
assert close(fast["excess"], excess_law, 0.01)
print(f"Fast release k_d={fast_rate:.0f} /s: k_d*T_exit="
      f"{fast_rate*T_exit:.2f}")
print(f"   peak s-1={fast['peak']:.0f}, quasi-steady formula "
      f"{S*fast_rate:.0f}")
print(f"   integral {fast['integral']:.1f} s, excess variance "
      f"{fast['excess']/NM**2:.2f} nm^2")

# Clusters that recapture interstitials
print("With recapture, simulated (formula):")
for rate, s_m in [(0.03, 50.0), (0.3, 50.0), (0.03, 200.0)]:
    run = simulate(rate, s_cluster=s_m)
    t99 = (np.log(100) / rate + 0.99 * S / s_m) / (1 - 1 / s_m)
    plateau = S * rate * (1 - 1 / s_m) / (1 + S * rate / s_m)
    assert close(run["t99"], t99, 0.01)
    assert close(run["peak"], plateau, 0.04)
    assert close(run["integral"], S, 1e-3)
    assert close(run["excess"], excess_law, 1e-3)
    print(f" k_d={rate:.2f} /s, s_m={s_m:.0f}: peak s-1 "
          f"{run['peak']:.1f} ({plateau:.1f})")
    print(f"   99% release {run['t99']:.1f} s ({t99:.1f} s), "
          f"excess variance {run['excess']/NM**2:.2f} nm^2")

# Nonlinear surface removal: the independence is lost
print(f"Quadratic surface removal, kappa = {kappa:.1e} cm^4/s:")
nonlinear = []
for rate in (0.003, 0.03):
    run = simulate(rate, quadratic=True)
    law = (Q * R / D_I + 2 * np.sqrt(Q / (kappa * rate))) / C_eq
    assert close(run["integral"], law, 0.01)
    nonlinear.append(run["integral"])
    print(f" k_d={rate:.3f} /s: integral {run['integral']:.0f} s "
          f"(formula {law:.0f} s), excess var {run['excess']/NM**2:.0f} nm^2")
assert nonlinear[0] > 1.2 * nonlinear[1]

print("ALL CHECKS PASSED")
```

Output:

```
Trapped dose Q = 1.0e+14 cm^-2
R, L, W = 100, 20, 1000 nm
D_I = 1.0e-08 cm^2/s, k_s = 5.0e-03 cm/s
C_eq = 1.0e+13 cm^-3, D_A = 5.0e-16 cm^2/s
Dopant depth = 500 nm, initial sigma = 20.00 nm
Anneal time = 5000 s, short anneal = 100 s
Longest mean exit time: formula 0.520 s, numeric 0.520 s
Formula S = 12000.0 s
Formula excess integral of D_A = 6.000e-12 cm^2 = 600.0 nm^2
Formula excess variance = 1200.0 nm^2
Ordinary variance 2 D_A t = 500.0 nm^2
Formula final sigma = 45.83 nm
Spread clusters: centroid 100.4 nm, integral 12043.8 s, formula 12043.8 s
First-order dissociation, simulated:
 k_d=0.003 /s: k_d*T_exit=0.00156, peak s-1=35.7 (formula 36.0)
   99% release 1535.1 s, integral 12000.0 s, excess var 1200.00 nm^2
   final sigma 45.826 nm; short anneal integral 3100 s (formula 3110 s)
 k_d=0.010 /s: k_d*T_exit=0.00520, peak s-1=117.2 (formula 120.0)
   99% release 460.5 s, integral 12000.0 s, excess var 1200.00 nm^2
   final sigma 45.826 nm; short anneal integral 7568 s (formula 7585 s)
 k_d=0.030 /s: k_d*T_exit=0.01560, peak s-1=340.5 (formula 360.0)
   99% release 153.5 s, integral 12000.0 s, excess var 1199.99 nm^2
   final sigma 45.826 nm; short anneal integral 11395 s (formula 11403 s)
Profile difference, slowest vs fastest of these: 6.9e-05 of peak
Profile difference from Gaussian: 3.1e-03 of peak
Doubled dose: excess variance 2399.99 nm^2
Fast release k_d=10 /s: k_d*T_exit=5.20
   peak s-1=21554, quasi-steady formula 120000
   integral 12000.0 s, excess variance 1199.24 nm^2
With recapture, simulated (formula):
 k_d=0.03 /s, s_m=50: peak s-1 43.0 (43.0)
   99% release 399.1 s (399.1 s), excess variance 1200.00 nm^2
 k_d=0.30 /s, s_m=50: peak s-1 48.3 (48.3)
   99% release 258.1 s (258.1 s), excess variance 1200.00 nm^2
 k_d=0.03 /s, s_m=200: peak s-1 126.7 (127.9)
   99% release 214.0 s (214.0 s), excess variance 1199.99 nm^2
Quadratic surface removal, kappa = 2.5e-17 cm^4/s:
 k_d=0.003 /s: integral 17301 s (formula 17303 s), excess var 1730 nm^2
 k_d=0.030 /s: integral 12314 s (formula 12309 s), excess var 1231 nm^2
ALL CHECKS PASSED
```
